# Does a 140 ns positronium lifetime prove giant pores?: test program

```python
# RESULT UNDER TEST: a positronium (Ps) lifetime near 140 ns does not prove giant
# pores. Ortho-Ps that leaves a film through connected small pores decays in
# vacuum, so the slowest component has the vacuum lifetime for any pore size.
# Symbols (nm, ns, eV unless noted):
#   lam_T, lam_S : vacuum decay rates of ortho- and para-Ps; lam_A spin average
#   side, delta  : side of a cubic pore, thickness of its wall layer
#   lam_f        : ortho-Ps decay rate inside the pores of the film
#   D, L         : Ps diffusion coefficient, film thickness
#   b            : D / (exit velocity at the surface); 0 means an open surface
#   vacuum intensity : share of the decay curve that has the vacuum lifetime
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq, curve_fit
from scipy.special import erf

pi = np.pi
alpha = sc.fine_structure
x = alpha / pi
clock = sc.m_e * sc.c**2 / sc.hbar * 1e-9
lam_T0 = 2 * (pi**2 - 9) / (9 * pi) * alpha**6 * clock
lam_T = lam_T0 * (1 - 10.2866 * x + alpha**2 * np.log(alpha) / 3 + 45.06 * x**2)
lam_S = alpha**5 * clock / 2 * (1 - (5 - pi**2 / 4) * x)
lam_A = (lam_S + 3 * lam_T) / 4
tau_vac = 1 / lam_T
kB = sc.k / sc.e
mass = 2 * sc.m_e
beta = sc.h**2 / (8 * mass) / sc.e * 1e18      # box level: beta*i^2/side^2, eV nm^2

# example inputs
T = 300.0
delta = 0.18
side0 = 3.0
L = 500.0
D_cm = 0.05
D = D_cm * 1e5                                # nm^2/ns
density = 1.0                                 # g/cm^3
energy = 2.0                                  # keV


def layer_share(side, temp=T, d=delta, levels=4000):
    """Thermal probability, along one axis, of being in the two wall layers."""
    i = np.arange(1, levels + 1)
    q = 2 * d / side - np.sin(2 * pi * i * d / side) / (pi * i)
    w = np.exp(-beta * (i**2 - 1.0) / (side**2 * kB * temp))
    return np.sum(q * w) / np.sum(w)


def pore_rate(side, temp=T, d=delta, axes=3, levels=4000):
    inside = (1 - layer_share(side, temp, d, levels))**axes
    return lam_A - (lam_A - lam_T) * inside


def side_from_lifetime(tau):
    return brentq(lambda a: 1 / pore_rate(a) - tau, 0.7, 1000.0)


def depth_scale(kev):
    mean_depth = 40.0 / density * kev**1.6
    return mean_depth, 2 * mean_depth / np.sqrt(pi)


def share_formula(kev, diff, rate, ref, b=0.0):
    """ref=lam_T: vacuum intensity; ref=0: escape probability."""
    ell = np.sqrt(diff / (rate - ref))
    z0 = depth_scale(kev)[1]
    norm = 1 - np.exp(-(L / z0)**2)
    bottom = np.cosh(L / ell) + b / ell * np.sinh(L / ell)

    def integrand(z):
        profile = 2 * z / z0**2 * np.exp(-(z / z0)**2) / norm
        return profile * np.cosh((L - z) / ell) / bottom
    return quad(integrand, 0, L, epsabs=1e-11, epsrel=1e-10)[0]


def film_system(n, kev, diff, rate, b):
    """Finite-volume film cells plus one vacuum reservoir (last entry)."""
    h = L / n
    hop = diff / h**2
    leave = diff / (h * (b + h / 2))
    M = np.zeros((n + 1, n + 1))
    for j in range(n - 1):
        M[j + 1, j] += hop
        M[j, j] -= hop
        M[j, j + 1] += hop
        M[j + 1, j + 1] -= hop
    M[np.arange(n), np.arange(n)] -= rate
    M[0, 0] -= leave
    M[n, 0] = leave
    M[n, n] = -lam_T
    edges = np.linspace(0, L, n + 1)
    start = -np.diff(np.exp(-(edges / depth_scale(kev)[1])**2))
    return M, np.append(start / start.sum(), 0.0), leave


def share_numeric(n, kev, diff, rate, ref, b=0.0):
    M, p, leave = film_system(n, kev, diff, rate, b)
    film = M[:n, :n] + ref * np.eye(n)
    return leave * np.linalg.solve(-film, p[:n])[0]


dt = 2.0


def survivors(n, kev, diff, rate, b):
    """Ps still alive, in film and vacuum together, at times 0, dt, 2dt, ..."""
    M, p, _ = film_system(n, kev, diff, rate, b)
    step = expm(M * dt)
    out = [p.sum()]
    for _ in range(500):
        p = step @ p
        out.append(p.sum())
    return np.array(out)


# --- vacuum rate: three-photon phase-space integral
def three_photon(y, u):
    v = 2 - u - y
    return (((1 - u) / (y * v))**2 + ((1 - y) / (u * v))**2
            + ((1 - v) / (u * y))**2)


phase = dblquad(three_photon, 0, 1, lambda u: 1 - u, lambda u: 1.0,
                epsabs=1e-7, epsrel=1e-7)[0]
assert abs(phase - (pi**2 - 9)) < 1e-5

# --- pore model: diagonalize the box on a grid and sum the wall-layer density
cells = 1000
h = side0 / cells
kin = beta / pi**2 / h**2
ev, vec = eigh_tridiagonal(np.full(cells - 1, 2 * kin), np.full(cells - 2, -kin),
                           select='i', select_range=(0, 11))
pos = np.arange(1, cells) * h
wall_distance = np.minimum(pos, side0 - pos)
weight = np.where(wall_distance < delta - h / 4, 1.0, 0.0)
weight[np.abs(wall_distance - delta) < h / 4] = 0.5
boltz = np.exp(-(ev - ev[0]) / (kB * T))
grid_share = np.sum(boltz * (weight @ vec**2)) / boltz.sum()
assert abs(grid_share / layer_share(side0) - 1) < 1e-3

# --- large-pore law from the thermal density near a hard wall
kappa = np.sqrt(pi**2 * kB * T / beta)
for a in (30.0, 100.0, 300.0):
    q = 2 * (delta - np.sqrt(pi) * erf(kappa * delta) / (2 * kappa))
    q /= a - np.sqrt(pi) / kappa
    assert abs(q / layer_share(a) - 1) < 1e-6

lam_f = pore_rate(side0)
tau_f = 1 / lam_f
side140 = side_from_lifetime(140.0)
side138 = side_from_lifetime(138.0)
level_shift = 1 / pore_rate(side140, levels=2000) - 1 / pore_rate(side140)
assert abs(level_shift) < 1e-6

# --- vacuum intensity and escape probability, formula against grid
speed = np.sqrt(8 * sc.k * T / (pi * mass))    # m/s, equal to nm/ns
speed_nm = speed * 1e9 / 1e9
b_skin = 4 * D / (speed_nm * 0.01)             # 1 % of surface hits get out
for kev in (1.0, 2.0, 4.0):
    for b in (0.0, b_skin):
        for ref in (0.0, lam_T):
            exact = share_formula(kev, D, lam_f, ref, b)
            assert abs(share_numeric(400, kev, D, lam_f, ref, b) - exact) < 2e-4
A_open = share_formula(energy, D, lam_f, lam_T)
F_open = share_formula(energy, D, lam_f, 0.0)
A_scan = [share_formula(k, D, lam_f, lam_T) for k in (1.0, 2.0, 4.0)]
assert A_scan[0] > A_scan[1] > A_scan[2] and A_open > F_open
grid_shift = (share_numeric(400, energy, D, lam_f, lam_T)
              - share_numeric(200, energy, D, lam_f, lam_T))

# --- time evolution of the open film
alive = survivors(400, energy, D, lam_f, 0.0)
late_tau = 100.0 / np.log(alive[200] / alive[250])
A_late = alive[200] * np.exp(lam_T * 400.0)
assert abs(late_tau / tau_vac - 1) < 1e-6
assert abs(A_late - A_open) < 2e-4
mode_open = lam_f + D * (pi / (2 * L))**2
rest = alive - A_late * np.exp(-lam_T * dt * np.arange(501))
assert abs(np.log(rest[20] / rest[25]) / 10.0 / mode_open - 1) < 1e-3

# --- slightly leaky cap: 1 % vacuum intensity is left
b_cap = brentq(lambda b: share_formula(energy, D, lam_f, lam_T, b) - 0.01, 1e2, 1e7)
k_cap = brentq(lambda k: k * np.sin(k * L) - np.cos(k * L) / b_cap,
               1e-9, pi / (2 * L))
mode_cap = lam_f + D * k_cap**2
alive_cap = survivors(400, energy, D, lam_f, b_cap)

# --- blind fits of two exponentials and a background to noisy spectra
rng = np.random.default_rng(7)
first = 8
t_bin = dt * np.arange(first, 500)
n_ps, background = 1e6, 50.0


def two_lives(t, c1, tau1, c2, tau2, bg):
    return (c1 * np.exp(-t / tau1) * (1 - np.exp(-dt / tau1))
            + c2 * np.exp(-t / tau2) * (1 - np.exp(-dt / tau2)) + bg)


def fit(curve, guess):
    mean = n_ps * (curve[first:-1] - curve[first + 1:]) + background
    counts = rng.poisson(mean)
    par, cov = curve_fit(two_lives, t_bin, counts, p0=guess, sigma=np.sqrt(mean),
                         absolute_sigma=True, maxfev=20000)
    return par, np.sqrt(np.diag(cov))


fo, so = fit(alive, [2e5, 10.0, 7e5, 120.0, 40.0])
fc, s_c = fit(alive_cap, [9e5, 30.0, 2e4, 120.0, 40.0])
assert abs(fo[3] - tau_vac) < 4 * so[3]
assert abs(fo[1] - 1 / mode_open) < 4 * so[1]
assert abs(fo[2] / n_ps - A_open) < 4 * so[2] / n_ps + 2e-4
assert abs(fc[1] - 1 / mode_cap) < 4 * s_c[1]
side_open = side_from_lifetime(fo[1])
side_cap = side_from_lifetime(fc[1])
assert side_open < 0.8 * side0 and abs(side_cap - side0) < 0.1

# --- neglected effects
lam_channel = pore_rate(side0, axes=2)
A_channel = share_formula(energy, D, lam_channel, lam_T)
lam_hot = pore_rate(side0, temp=600.0)
lam_delta = pore_rate(side0, d=delta + 0.01)
A_slow = share_formula(energy, D / 10, lam_f, lam_T)
A_skin = share_formula(energy, D, lam_f, lam_T, b_skin)
R = 0.05                                       # m, distance to chamber wall


def wall_hit(v):
    return np.exp(-R * lam_T * 1e9 / v)


hit = quad(lambda e: e * np.exp(-e) * wall_hit(np.sqrt(2 * sc.k * T * e / mass)),
           1e-9, 60)[0]
v_random = np.sqrt(2 * sc.k * T * rng.gamma(2.0, size=1000000) / mass)
life = np.minimum(rng.exponential(tau_vac, 1000000), R / v_random * 1e9)
assert abs(life.mean() - tau_vac * (1 - hit)) < 0.7
v_fast = np.sqrt(2 * sc.e / mass)
hit_fast = wall_hit(v_fast)

print(f"vacuum ortho-Ps rate              {lam_T*1e3:.4f} 1/us")
print(f"vacuum ortho-Ps lifetime          {tau_vac:.2f} ns")
print(f"three-photon integral             {phase:.6f} (pi^2-9 = {pi**2-9:.6f})")
print(f"para-Ps rate                      {lam_S:.3f} 1/ns")
print(f"wall-layer rate lam_A             {lam_A:.3f} 1/ns")
print(f"inputs: T {T:.0f} K, wall layer {delta:.2f} nm, pore side {side0:.1f} nm")
print(f"inputs: L {L:.0f} nm, D {D_cm:.2f} cm2/s = {D:.0f} nm2/ns")
print(f"inputs: {density:.1f} g/cm3, {energy:.1f} keV")
print(f"mean implantation depth           {depth_scale(energy)[0]:.0f} nm (untruncated)")
print(f"box constant beta                 {beta:.4f} eV nm2")
print(f"kappa at 300 K                    {kappa:.3f} 1/nm")
print(f"wall-layer share per axis, 3 nm   {layer_share(side0):.5f}")
for a in (1.5, 3.0, 10.0, 30.0, 100.0, 300.0):
    print(f"closed pore {a:5.1f} nm: lifetime     {1/pore_rate(a):.2f} ns")
print(f"closed-pore side for 140 ns       {side140:.0f} nm")
print(f"closed-pore side for 138 ns       {side138:.0f} nm")
print(f"level-sum shift, 2000 to 4000     {abs(level_shift):.1e} ns")
print(f"film rate lam_f                   {lam_f:.5f} 1/ns")
print(f"length sqrt(D/lam_f)              {np.sqrt(D/lam_f):.0f} nm")
print(f"length sqrt(D/(lam_f-lam_T))      {np.sqrt(D/(lam_f-lam_T)):.0f} nm")
print(f"escape probability                {F_open:.4f}")
print(f"vacuum intensity, formula         {A_open:.4f}")
print(f"vacuum intensity, time evolution  {A_late:.4f}")
print(f"grid shift, 200 to 400 cells      {abs(grid_shift):.1e}")
print(f"late lifetime, time evolution     {late_tau:.2f} ns")
print(f"vacuum intensity at 1, 2, 4 keV   " + ", ".join(f"{a:.3f}" for a in A_scan))
print(f"slowest film mode, open film      {1/mode_open:.2f} ns")
print(f"spectra: {n_ps:.0e} Ps, {background:.0f} background counts per {dt:.0f} ns bin")
print(f"fit from {first*dt:.0f} ns, open: long        {fo[3]:.2f} +- {so[3]:.2f} ns")
print(f"fit, open: long intensity         {fo[2]/n_ps:.4f} +- {so[2]/n_ps:.4f}")
print(f"fit, open: short                  {fo[1]:.2f} +- {so[1]:.2f} ns")
print(f"pore side misread from short      {side_open:.2f} nm")
print(f"cap leaving 1 % intensity: b      {b_cap:.3g} nm")
print(f"  share of surface hits let out   {4*D/(speed_nm*b_cap):.1e}")
print(f"slowest film mode, capped         {1/mode_cap:.2f} ns")
print(f"fit, capped: pore lifetime        {fc[1]:.2f} +- {s_c[1]:.2f} ns")
print(f"pore side from capped film        {side_cap:.2f} nm")
print(f"channel pores: lifetime           {1/lam_channel:.1f} ns")
print(f"channel pores: vacuum intensity   {A_channel:.3f}")
print(f"Ps at 600 K: pore lifetime        {1/lam_hot:.1f} ns")
print(f"wall layer +0.01 nm: lifetime     {1/lam_delta:.1f} ns")
print(f"D ten times smaller: intensity    {A_slow:.3f}")
print(f"skin passing 1 % of hits: b       {b_skin:.1f} nm")
print(f"skin: vacuum intensity            {A_skin:.3f}")
print(f"mean thermal Ps speed             {speed:.3g} m/s")
print(f"reach wall at {R*100:.0f} cm, thermal       {hit:.3f}")
print(f"reach wall at {R*100:.0f} cm, 1 eV Ps       {hit_fast:.3f}")
print(f"mean vacuum life, wall kills: 300 K {tau_vac*(1-hit):.1f} ns")
print(f"mean vacuum life, wall kills: 1 eV  {tau_vac*(1-hit_fast):.1f} ns")
print("ALL CHECKS PASSED")
```

It prints:

```
vacuum ortho-Ps rate              7.0400 1/us
vacuum ortho-Ps lifetime          142.05 ns
three-photon integral             0.869604 (pi^2-9 = 0.869604)
para-Ps rate                      7.985 1/ns
wall-layer rate lam_A             2.002 1/ns
inputs: T 300 K, wall layer 0.18 nm, pore side 3.0 nm
inputs: L 500 nm, D 0.05 cm2/s = 5000 nm2/ns
inputs: 1.0 g/cm3, 2.0 keV
mean implantation depth           121 nm (untruncated)
box constant beta                 0.1880 eV nm2
kappa at 300 K                    1.165 1/nm
wall-layer share per axis, 3 nm   0.00352
closed pore   1.5 nm: lifetime     7.33 ns
closed pore   3.0 nm: lifetime     35.67 ns
closed pore  10.0 nm: lifetime     93.35 ns
closed pore  30.0 nm: lifetime     122.94 ns
closed pore 100.0 nm: lifetime     135.94 ns
closed pore 300.0 nm: lifetime     139.97 ns
closed-pore side for 140 ns       304 nm
closed-pore side for 138 ns       152 nm
level-sum shift, 2000 to 4000     0.0e+00 ns
film rate lam_f                   0.02804 1/ns
length sqrt(D/lam_f)              422 nm
length sqrt(D/(lam_f-lam_T))      488 nm
escape probability                0.8091
vacuum intensity, formula         0.8443
vacuum intensity, time evolution  0.8443
grid shift, 200 to 400 cells      1.2e-06
late lifetime, time evolution     142.05 ns
vacuum intensity at 1, 2, 4 keV   0.941, 0.844, 0.721
slowest film mode, open film      12.92 ns
spectra: 1e+06 Ps, 50 background counts per 2 ns bin
fit from 16 ns, open: long        142.10 +- 0.29 ns
fit, open: long intensity         0.8450 +- 0.0013
fit, open: short                  12.73 +- 0.30 ns
pore side misread from short      1.84 nm
cap leaving 1 % intensity: b      5.28e+04 nm
  share of surface hits let out   5.0e-06
slowest film mode, capped         35.43 ns
fit, capped: pore lifetime        35.34 +- 0.10 ns
pore side from capped film        2.98 nm
channel pores: lifetime           47.5 ns
channel pores: vacuum intensity   0.886
Ps at 600 K: pore lifetime        25.7 ns
wall layer +0.01 nm: lifetime     31.6 ns
D ten times smaller: intensity    0.495
skin passing 1 % of hits: b       26.3 nm
skin: vacuum intensity            0.811
mean thermal Ps speed             7.61e+04 m/s
reach wall at 5 cm, thermal       0.028
reach wall at 5 cm, 1 eV Ps       0.432
mean vacuum life, wall kills: 300 K 138.1 ns
mean vacuum life, wall kills: 1 eV  80.7 ns
ALL CHECKS PASSED
```
